# Two-photon E1E1 decay of the 2s state in length and velocity form: verification in Python

```python
# Result under test: nonrelativistic 2s->1s E1E1 decay, infinite nuclear mass,
#   dG/dw1 = 8/(27 pi) alpha^2 hbar^2/c^4 w1^3 w2^3 (L1+L2)^2, w1+w2=w0, G = (1/2) int dG/dw1 = 8.229 Z^6 /s
#   L(w) = sum_n <1s|r|np><np|r|2s>/(En-E2s+w) (radial integrals), V(w): same with r*u -> r*dR/dr,
#   gauge identity V1+V2 = -w1 w2 (L1+L2).  y = w1/w0.  Radial work in a0, Eh; rates in 1/s.
# Road A: Sturmian series of the Coulomb Green function. Road B: B-spline diagonalization + SI golden rule.
import numpy as np, sympy as sp
from scipy import constants as C
from scipy.interpolate import BSpline
from scipy.linalg import eigh, eigvalsh
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import eval_genlaguerre
from numpy.polynomial.legendre import leggauss

al, hb = C.alpha, C.hbar
a0 = C.physical_constants['Bohr radius'][0]
Eh = C.physical_constants['Hartree energy'][0]
w0 = 3/8
PREF = 8*al**6/(27*np.pi)*Eh/hb
def close(x, y, tol): return abs(x-y) <= tol*abs(y)

# ---- angular factors from explicit quadrature
ct, wt = leggauss(8); ph = 2*np.pi*np.arange(8)/8
ct, ph = [v.ravel() for v in np.meshgrid(ct, ph, indexing='ij')]
wa = np.repeat(wt, 8)*2*np.pi/8; st = np.sqrt(1-ct**2)
nv = np.array([st*np.cos(ph), st*np.sin(ph), ct])
Y1 = np.array([np.sqrt(3/(8*np.pi))*st*np.exp(-1j*ph), np.sqrt(3/(4*np.pi))*ct,
               -np.sqrt(3/(8*np.pi))*st*np.exp(1j*ph)])
ang = (nv*wa) @ Y1.T/np.sqrt(4*np.pi)
assert np.allclose(ang @ ang.conj().T, np.eye(3)/3, atol=1e-13)
pol = [np.array([ct*np.cos(ph), ct*np.sin(ph), -st]), np.array([-np.sin(ph), np.cos(ph), 0*ph])]
polsum = sum((p.T @ q)**2 for p in pol for q in pol)
assert np.allclose(polsum, 1+(nv.T @ nv)**2, atol=1e-13)
POL = wa @ polsum @ wa
assert close(POL, 64*np.pi**2/3, 1e-12)

# ---- partial fraction behind the gauge identity
a_, p_, q_ = sp.symbols('a p q', positive=True)
assert sp.simplify(a_*(a_+p_+q_)/(a_+p_) - (a_+q_-p_*q_/(a_+p_))) == 0

# ---- road A: Sturmian overlaps with r u1s, r u2s, r R1s', r R2s'
def laplace(k, b, kap):
    s = b+kap; q = (b-kap)/s
    q0, q1, q2 = q**k, q**np.maximum(k-1, 0), q**np.maximum(k-2, 0)
    return (q0/s**4, (k*q1-(k+4)*q0)/s**5,
            (k*(k-1)*q2-2*k*(k+4)*q1+(k+4)*(k+5)*q0)/s**6)
def overlaps(k, kap):
    N = 4*kap**2*np.sqrt((k+1.0)*(k+2)*(k+3))
    f, g = laplace(k, 1.0, kap), laplace(k, 0.5, kap)
    return (-2*N*f[1], N*(-g[1]-g[2]/2)/np.sqrt(2), -2*N*f[0], N*(-g[0]-g[1]/4)/np.sqrt(2))
src = [lambda r: 2*r*r*np.exp(-r), lambda r: r*r*(1-r/2)*np.exp(-r/2)/np.sqrt(2),
       lambda r: -2*r*np.exp(-r), lambda r: r*(r/4-1)*np.exp(-r/2)/np.sqrt(2)]
for k in (0, 1, 3):
    S = lambda r: (1.4*r)**2*np.exp(-0.7*r)*eval_genlaguerre(k, 3, 1.4*r)/np.sqrt((k+1)*(k+2)*(k+3))
    assert close(quad(lambda r: S(r)**2/r, 0, 80, limit=200)[0], 1, 1e-8)
    for f, o in zip(src, overlaps(np.array([k]), 0.7)):
        assert abs(quad(lambda r: f(r)*S(r), 0, 80, limit=200)[0]-o[0]) < 1e-8
def sturm_terms(w, K=30):
    k = np.arange(K); kap = np.sqrt(0.25+2*w); o = overlaps(k, kap); d = (k+2)*kap-1
    return o[0]*o[1]/d, o[2]*o[3]/d
def sturm(w): return tuple(t.sum() for t in sturm_terms(w))
def spec(fun, y):
    w1, w2 = y*w0, (1-y)*w0; A, B = fun(w1), fun(w2)
    return np.array([PREF*w0*(w1*w2)**3*(A[0]+B[0])**2, PREF*w0*w1*w2*(A[1]+B[1])**2])
def nodes(n):
    x, w = leggauss(n); return (x+1)/2, w/2
def rate(fun, n=40): return 0.5*sum(w*spec(fun, y) for y, w in zip(*nodes(n)))
GL, GV = rate(sturm)
assert close(GV, GL, 1e-11) and close(rate(sturm, 20)[0], GL, 1e-11)

# ---- road B: B-spline atom on one fixed grid (mu = mass in electron masses)
deg, nint = 8, 80
br = 120*np.expm1(4*np.linspace(0, 1, nint+1))/np.expm1(4)
t = np.r_[[0]*deg, br, [br[-1]]*deg]
spl = BSpline(t, np.eye(len(t)-deg-1), deg)
xg, wg = leggauss(14); h = np.diff(br)
r = (br[:-1, None]+h[:, None]*(xg+1)/2).ravel(); wr = (h[:, None]*wg/2).ravel()
B, dB = spl(r)[:, 1:-1], spl(r, nu=1)[:, 1:-1]
def atom(Z, mu):
    Sm = B.T @ (wr[:, None]*B); T = dB.T @ (wr[:, None]*dB)/(2*mu)
    H = lambda l: T+B.T @ ((wr*(l*(l+1)/(2*mu*r*r)-Z/r))[:, None]*B)
    Es, cs = eigh(H(0), Sm); Ep, cp = eigh(H(1), Sm)
    cs = cs[:, :2]*np.sign(cs[0, :2]); u, du = B @ cs, dB @ cs; P = (B @ cp)*wr[:, None]
    R = P.T @ (r[:, None]*u); D = P.T @ (du-u/r[:, None])/mu
    return dict(Es=Es[:2], Ep=Ep, R=R, D=D, r2=np.sum(wr*r*r*u[:, 0]*u[:, 1]), ov=np.sum(wr*u[:, 0]*u[:, 1]))
def sums(at, w):
    d = at['Ep']-at['Es'][1]+w
    return np.sum(at['R'][:, 0]*at['R'][:, 1]/d), np.sum(at['D'][:, 0]*at['D'][:, 1]/d)
def rate_SI(at, vol=2.7):
    W = at['Es'][1]-at['Es'][0]; out = np.zeros(2)
    for y, wy in zip(*nodes(30)):
        A, Bb = sums(at, y*W), sums(at, (1-y)*W); o1, o2 = y*W*Eh/hb, (1-y)*W*Eh/hb
        ML = C.e**2*hb*np.sqrt(o1*o2)/(2*C.epsilon_0*vol)*(A[0]+Bb[0])/3*a0**2/Eh
        MV = C.e**2*hb/(2*C.epsilon_0*vol*np.sqrt(o1*o2))*(A[1]+Bb[1])/3*(hb/(C.m_e*a0))**2/Eh
        rho = (vol/(2*np.pi*C.c)**3)**2*(o1*o2)**2*POL/hb
        out += 0.5*wy*(W*Eh/hb)*2*np.pi/hb*rho*np.array([ML**2, MV**2])
    return out
Hy = atom(1, 1.0)
assert np.allclose([*Hy['Es'], Hy['Ep'][0]], [-0.5, -0.125, -0.125], atol=1e-9) and abs(Hy['ov']) < 1e-10
for w in (0.01, 0.1, 0.3, 0.37):
    assert np.allclose(sums(Hy, w), sturm(w), rtol=1e-7, atol=1e-9)
GB = rate_SI(Hy); GHe = rate_SI(atom(2, 1.0)); Gmu = rate_SI(atom(1, 0.8))
assert np.allclose(GB, GL, rtol=1e-6) and np.allclose(GHe, 64*GL, rtol=1e-6)
assert np.allclose(Gmu, 0.8*GL, rtol=1e-6)
assert abs(GL-8.229) < 5e-4      # value named in the claim under test
# p = i w r, sum rule, single ordering, off-shell failure
for j in (0, 1):
    assert np.allclose(Hy['D'][:5, j], -(Hy['Ep'][:5]-Hy['Es'][j])*Hy['R'][:5, j], atol=1e-8)
RR = Hy['R'][:, 0]*Hy['R'][:, 1]
assert abs(np.sum((2*Hy['Ep']-Hy['Es'].sum())*RR)) < 1e-7
w1, w2 = 0.3*w0, 0.7*w0
single = sturm(w1)[1]+w1*w2*sturm(w1)[0]
assert close(single, (w2-w1)*Hy['r2']/2, 1e-7)
wo = 0.8*w2
off = -(sturm(w1)[1]+sturm(wo)[1])/(w1*wo*(sturm(w1)[0]+sturm(wo)[0]))
assert abs(off-1) > 0.02

# ---- amplitude from exact diagonalization: atom + two z-polarized modes, field g per photon
g = 2e-4; am = np.diag(np.sqrt([1., 2.]), 1); I3 = np.eye(3)
X1, X2 = np.kron(am+am.T, I3), np.kron(I3, am+am.T)
n1, n2 = np.repeat(np.arange(3), 3), np.tile(np.arange(3), 3)
Ea = np.r_[Hy['Es'], Hy['Ep']]; na = len(Ea)
keep = ((np.r_[0, 0, np.ones(na-2, int)][:, None]+(n1+n2)[None, :]) % 2 == 0).ravel()
def gap2(x, vel):
    wb = Ea[1]-Ea[0]-w1+x*g*g
    W = np.zeros((na, na)); W[2:, :2] = Hy['D' if vel else 'R']/np.sqrt(3); W += W.T.copy()
    F = g*(X1/w1+X2/wb) if vel else g*(X1+X2)
    H = np.kron(np.diag(Ea-Ea[1]), np.eye(9))+np.kron(np.eye(na), np.diag(w1*n1+wb*n2))+np.kron(W, F)
    if vel: H += np.kron(np.eye(na), F @ F/2)
    ev = eigvalsh(H[np.ix_(keep, keep)]); e = ev[np.argsort(abs(ev))[:2]]
    return ((e[0]-e[1])/g**2)**2
Mpt = abs(sturm(w1)[0]+sturm(w2)[0])/3; Mex = []
for vel in (False, True):
    x0 = 0.0
    for _ in range(2):
        xs = x0+np.array([-40., 0., 40.]); pf = np.polyfit(xs-x0, [gap2(x, vel) for x in xs], 2)
        dx = -pf[1]/(2*pf[0]); m2 = np.polyval(pf, dx); x0 += dx
    Mex.append(np.sqrt(m2)/2)
assert np.allclose(Mex, Mpt, rtol=1e-3)   # higher orders are O(g^2 r^2/w^2)

# ---- incomplete sums: bound np only (n<=4000), 2p only
n = np.arange(2, 4001); ob = [o/n for o in overlaps(n-2, 1.0/n)]; an = 0.125-0.5/n**2
assert np.allclose((ob[0]*ob[1])[:3], RR[:3], rtol=1e-7)
bound = lambda w: (np.sum(ob[0]*ob[1]/(an+w)), np.sum(ob[2]*ob[3]/(an+w)))
only2p = lambda w: (ob[0][0]*ob[1][0]/w, ob[2][0]*ob[3][0]/w)
Gb, G2 = rate(bound), rate(only2p)
assert abs(Gb[1]/Gb[0]-1) > 0.2 and abs(Gb[0]/GL-1) > 0.05 and G2[1] < 1e-20 and G2[0] > GL
# ---- shape
slope = PREF*w0**5*RR[0]**2
assert close(spec(sturm, 1e-6)[0]/1e-6, slope, 1e-4)
assert np.all(np.diff([spec(sturm, y)[0] for y in np.linspace(0.01, 0.5, 50)]) > 0)
kap = np.sqrt(0.25+w0); tl, tv = sturm_terms(w0/2, 60)
ratio = (1-kap)*(0.5-kap)/((1+kap)*(0.5+kap))
assert close(tl[59]/tl[58], ratio, 0.15)   # polynomial prefactor gives O(1/k) deviation
ypk = minimize_scalar(lambda y: -y*y*spec(sturm, y)[0], bounds=(0.5, 0.99), method='bounded',
                      options={'xatol': 1e-9}).x
lam0 = 2*np.pi*C.c*hb/(w0*Eh)*1e9
I = sum(w*y**3*(1-y)**3*(sturm(y*w0)[0]+sturm((1-y)*w0)[0])**2 for y, w in zip(*nodes(40)))
K = 4*al**6/(27*np.pi)*Eh/hb*w0**7
assert close(K*I, GB[0], 1e-6)
mu = C.m_p/(C.m_p+C.m_e)

print(f"alpha = {al:.10e}; alpha^2 = {al**2:.3e}")
print(f"a0 = {a0:.8e} m; Eh = {Eh:.8e} J; Eh/hbar = {Eh/hb:.8e} 1/s")
print(f"w0 = {w0*Eh/hb:.6e} rad/s; hbar w0 = {w0*Eh/C.e:.5f} eV")
print(f"lambda0 = {lam0:.3f} nm; lambda at y=1/2 = {2*lam0:.3f} nm")
print(f"polarization-angle integral = {POL:.6f} sr^2")
print(f"R(1s,2p) = {ob[0][0]:.6f} a0; R(2p,2s) = {ob[1][0]:.6f} a0; product = {RR[0]:.6f} a0^2")
print(f"R(1s,3p) = {ob[0][1]:.6f} a0; R(3p,2s) = {ob[1][1]:.6f} a0")
print(f"y=1/2: kappa = {kap:.6f} 1/a0; asymptotic ratio = {ratio:.6f}")
for k in range(6): print(f"  k={k}: L term = {tl[k]:+.6f} a0^2/Eh; V term = {tv[k]:+.7f} a.u.")
print(f"y=1/2: L = {tl.sum():.6f} a0^2/Eh; V = {tv.sum():.7f} a.u.; w1 w2 = {w0*w0/4:.7f} Eh^2")
print(f"y=1/2: L from 2p = {only2p(w0/2)[0]:.4f}, all bound = {bound(w0/2)[0]:.4f} a0^2/Eh")
print(f"y=1/2: V from all bound = {bound(w0/2)[1]:.5f} a.u.")
print("y, L1+L2 [a0^2/Eh], V1+V2 [a.u.], -w1w2(L1+L2) [a.u.], dG/dy [1/s]")
for y in (0.01, 0.05, 0.1, 0.2, 0.3, 0.4, 0.5):
    A, Bq = sturm(y*w0), sturm((1-y)*w0); L = A[0]+Bq[0]
    print(f"  {y:.2f} {L:.5f} {A[1]+Bq[1]:.7f} {-y*(1-y)*w0*w0*L:.7f} {spec(sturm, y)[0]:.5f}")
print(f"small-y slope of dG/dy = {slope:.3f} 1/s")
print(f"peak of dG/dlambda: y = {ypk:.4f}, lambda = {lam0/ypk:.1f} nm")
print(f"<1s|r^2|2s> = {Hy['r2']:.6f} a0^2; y=0.3 single-ordering residue = {single:.6f} a.u.")
print(f"off shell (y=0.3, w2 times 0.8): velocity/length amplitude ratio = {off:.4f}")
print(f"y=0.3 |M|/g^2: second order {Mpt:.4f}, exact length {Mex[0]:.4f}, velocity {Mex[1]:.4f} a.u.")
print(f"I = {I:.6f} (a0^2/Eh)^2; constant 4 alpha^6 (Eh/hbar)(3/8)^7/(27 pi) = {K:.7f} 1/s")
print(f"Gamma Sturmian: length {GL:.6f} 1/s, velocity {GV:.6f} 1/s")
print(f"Gamma B-spline SI: length {GB[0]:.6f} 1/s, velocity {GB[1]:.6f} 1/s")
print(f"lifetime = {1/GL:.6f} s")
print(f"2p only: length {G2[0]:.4f} 1/s, velocity {G2[1]:.4f} 1/s")
print(f"bound only: length {Gb[0]:.4f} 1/s, velocity {Gb[1]:.4f} 1/s")
print(f"Z=2 B-spline: Gamma = {GHe[0]:.4f} 1/s; ratio to Z=1 = {GHe[0]/GB[0]:.5f}; lifetime = {1e3/GHe[0]:.4f} ms")
print(f"mass 0.8 m B-spline: ratio = {Gmu[0]/GB[0]:.6f}")
print(f"H with proton mass: mu/m = {mu:.8f}; Gamma = {mu*GL:.5f} 1/s; lifetime = {1/(mu*GL):.6f} s")
print("done: every assertion held")
```

It prints:

```
alpha = 7.2973525643e-03; alpha^2 = 5.325e-05
a0 = 5.29177211e-11 m; Eh = 4.35974472e-18 J; Eh/hbar = 4.13413733e+16 1/s
w0 = 1.550302e+16 rad/s; hbar w0 = 10.20427 eV
lambda0 = 121.502 nm; lambda at y=1/2 = 243.005 nm
polarization-angle integral = 210.551561 sr^2
R(1s,2p) = 1.290266 a0; R(2p,2s) = -5.196152 a0; product = -6.704420 a0^2
R(1s,3p) = 0.516689 a0; R(3p,2s) = 3.064815 a0
y=1/2: kappa = 0.790569 1/a0; asymptotic ratio = -0.026334
  k=0: L term = -20.764586 a0^2/Eh; V term = +0.7205179 a.u.
  k=1: L term = -4.253471 a0^2/Eh; V term = +0.1183851 a.u.
  k=2: L term = +1.660848 a0^2/Eh; V term = -0.0112315 a.u.
  k=3: L term = -0.221846 a0^2/Eh; V term = +0.0006756 a.u.
  k=4: L term = +0.019338 a0^2/Eh; V term = -0.0000334 a.u.
  k=5: L term = -0.001323 a0^2/Eh; V term = +0.0000015 a.u.
y=1/2: L = -23.560966 a0^2/Eh; V = 0.8283152 a.u.; w1 w2 = 0.0351562 Eh^2
y=1/2: L from 2p = -35.7569, all bound = -26.7648 a0^2/Eh
y=1/2: V from all bound = 0.32994 a.u.
y, L1+L2 [a0^2/Eh], V1+V2 [a.u.], -w1w2(L1+L2) [a.u.], dG/dy [1/s]
  0.01 -1762.73723 2.4540607 2.4540607 1.85120
  0.05 -338.10068 2.2584069 2.2584069 7.52220
  0.10 -164.59364 2.0831383 2.0831383 12.12623
  0.20 -82.79516 1.8628911 1.8628911 17.24019
  0.30 -58.92749 1.7402025 1.7402025 19.74540
  0.40 -49.67377 1.6764898 1.6764898 20.94402
  0.50 -47.12193 1.6566304 1.6566304 21.30288
small-y slope of dG/dy = 196.260 1/s
peak of dG/dlambda: y = 0.8206, lambda = 148.1 nm
<1s|r^2|2s> = -2.979742 a0^2; y=0.3 single-ordering residue = -0.223481 a.u.
off shell (y=0.3, w2 times 0.8): velocity/length amplitude ratio = 1.2161
y=0.3 |M|/g^2: second order 19.6425, exact length 19.6422, velocity 19.6411 a.u.
I = 26.805477 (a0^2/Eh)^2; constant 4 alpha^6 (Eh/hbar)(3/8)^7/(27 pi) = 0.3070026 1/s
Gamma Sturmian: length 8.229352 1/s, velocity 8.229352 1/s
Gamma B-spline SI: length 8.229352 1/s, velocity 8.229352 1/s
lifetime = 0.121516 s
2p only: length 16.3550 1/s, velocity 0.0000 1/s
bound only: length 10.0135 1/s, velocity 1.4542 1/s
Z=2 B-spline: Gamma = 526.6785 1/s; ratio to Z=1 = 64.00000; lifetime = 1.8987 ms
mass 0.8 m B-spline: ratio = 0.800000
H with proton mass: mu/m = 0.99945568; Gamma = 8.22487 1/s; lifetime = 0.121582 s
done: every assertion held
```
